# Simulating Counterions at a Charged Wall from Weak to Strong Coupling: a program that tests the result

```python
"""Point counterions at one charged wall: Metropolis profiles and their limits.

Reduced units: length mu = 1/(2 pi q l s), density 2 pi l s^2, energy kT.
q = valence, l = Bjerrum length, s = wall charges per area, Xi = q^2 l/mu.
Energy: sum(z_i) + Xi*sum(1/r_ij). Results under test: the density tends to
1/(1+z)^2 at small Xi and to exp(-z) at large Xi; its contact value is 1;
at large Xi the fraction beyond t is exp(-t)*(1 + kappa*t^2) to first order,
where kappa = Xi*S/2 and S is the mean sum of 1/R^3 around an ion.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import dblquad, simpson, solve_ivp


def sheet_term(height, side):
    """Distant images as an infinite sheet with a square hole (height >= 0)."""
    half = side / 2
    corner = np.sqrt(2 * half**2 + height**2)
    log_part = np.log((half + corner) / np.sqrt(half**2 + height**2))
    angle = np.arctan(height * corner / half**2)
    return -(8 * half * log_part + 4 * height * angle) / side**2


def pair_function(delta, side):
    """Nearest-image 1/r plus the sheet term; delta has x, y, z first."""
    dx = delta[0] - side * np.rint(delta[0] / side)
    dy = delta[1] - side * np.rint(delta[1] / side)
    dz = np.abs(delta[2])
    return 1 / np.sqrt(dx * dx + dy * dy + dz * dz) + sheet_term(dz, side)


def simulate(xi, ions, replicas, lateral_step, warmup, sweeps, seed):
    """Return heights [sweep, ion, replica], lateral snapshots, acceptance."""
    rng = np.random.default_rng(seed)
    side = np.sqrt(2 * np.pi * xi * ions)
    per_row = int(np.ceil(np.sqrt(ions)))
    index = np.arange(ions)
    position = np.empty((3, ions, replicas))
    position[0] = ((index % per_row + 0.5) * side / per_row)[:, None]
    position[1] = ((index // per_row + 0.5) * side / per_row)[:, None]
    position[2] = rng.uniform(0, 2, (ions, replicas))
    heights, lateral, accepted = [], [], 0
    for sweep in range(warmup + sweeps):
        for i in range(ions):
            old = position[:, i].copy()
            new = old.copy()
            new[:2] += lateral_step * rng.uniform(-1, 1, (2, replicas))
            log_shift = rng.uniform(-1, 1, replicas)
            new[2] = (1 + old[2]) * np.exp(log_shift) - 1
            both = np.stack([old, new], axis=1)
            delta = position[:, None] - both[:, :, None]
            with np.errstate(divide="ignore"):
                energy = pair_function(delta, side)
            energy[:, i] = 0.0          # an ion does not act on itself
            total = energy.sum(axis=1)
            change = new[2] - old[2] + xi * (total[1] - total[0])
            # log_shift is the logarithm of the Jacobian (1+z_new)/(1+z_old)
            accept = np.log1p(-rng.random(replicas)) < log_shift - change
            accept &= new[2] >= 0
            position[:, i] = np.where(accept, new, old)
            if sweep >= warmup:
                accepted += accept.sum()
        if sweep >= warmup:
            heights.append(position[2].copy())
            if sweep % 10 == 0:
                lateral.append(position[:2].copy())
    return np.array(heights), lateral, accepted / (sweeps * ions * replicas)


def mean_error(per_replica):
    return (per_replica.mean(),
            per_replica.std(ddof=1) / np.sqrt(per_replica.size))


def fraction_beyond(heights, t):
    return mean_error((heights > t).mean(axis=(0, 1)))


# Sheet term against direct integration over the square hole.
test_side, test_height = 3.0, 0.7
square = dblquad(lambda y, x: 1 / np.sqrt(x*x + y*y + test_height**2),
                 -test_side/2, test_side/2, -test_side/2, test_side/2)[0]
direct_sheet = -(square + 2 * np.pi * test_height) / test_side**2
assert abs(direct_sheet - sheet_term(test_height, test_side)) < 1e-7

# Mean-field density against numerical integration of Poisson-Boltzmann.
ode = solve_ivp(lambda z, p: [p[1], -2 * np.exp(-p[0])], (0, 5), [0, 2],
                t_eval=[1, 3, 5], rtol=1e-10, atol=1e-12)
assert np.allclose(np.exp(-ode.y[0]), 1 / (1 + ode.t)**2, rtol=1e-6)

# The sampler against direct integration for two ions at Xi = 10.
xi_two, t_two = 10.0, 1.0
side_two = np.sqrt(2 * np.pi * xi_two * 2)
mid = (np.arange(40) + 0.5) * side_two / 80
gx, gy = np.meshgrid(mid, mid)
gap = np.linspace(0, 60, 1201)
weight = np.array([np.exp(-d - xi_two * pair_function(
    (gx, gy, np.full_like(gx, d)), side_two)).mean() for d in gap])
weight /= simpson(weight, x=gap)
upper = simpson(weight * np.exp(-2 * np.maximum(t_two - gap, 0)), x=gap)
two_exact = 0.5 * (np.exp(-2 * t_two) + upper)
two_heights, _, _ = simulate(xi_two, 2, 2000, 5.0, 60, 200, 11)
two_mc, two_se = fraction_beyond(two_heights, t_two)
assert abs(two_mc - two_exact) < 4 * two_se + 0.001
print(f"Two ions, Xi=10, fraction z>1: integral {two_exact:.4f}, "
      f"MC {two_mc:.4f} +- {two_se:.4f}")

# Main runs. All lengths are in Gouy-Chapman lengths.
edges = np.array([0, 0.5, 1, 2, 3, 5.0])
widths = np.diff(edges)
mean_field = -np.diff(1 / (1 + edges)) / widths
strong_limit = -np.diff(np.exp(-edges)) / widths
settings = {0.1: (1.0, 60, 160, 21), 100.0: (8.0, 60, 300, 22)}
ions, small_ions, replicas = 49, 25, 40
medians = {}
print(f"Ions per cell {ions} (size check {small_ions}), replicas {replicas}")
for xi, (step, warmup, sweeps, seed) in settings.items():
    heights, lateral, rate = simulate(xi, ions, replicas, step,
                                      warmup, sweeps, seed)
    side = np.sqrt(2 * np.pi * xi * ions)
    medians[xi] = np.median(heights)
    print(f"Xi={xi:g}: cell side {side:.2f} mu, lateral step {step:g} mu, "
          f"warm-up {warmup}, sweeps {sweeps}, acceptance {rate:.2f}")
    profile = []
    for b, width in enumerate(widths):
        inside = (heights >= edges[b]) & (heights < edges[b + 1])
        value, error = mean_error(inside.mean(axis=(0, 1)) / width)
        profile.append(value)
        print(f"  z {edges[b]:.1f}-{edges[b+1]:.1f}: MC {value:.4f} +- "
              f"{error:.4f}, mean field {mean_field[b]:.4f}, "
              f"strong {strong_limit[b]:.4f}")
    distance_mf = np.sum(np.abs(profile - mean_field) * widths)
    distance_sc = np.sum(np.abs(profile - strong_limit) * widths)
    print(f"  integrated distance to mean field {distance_mf:.4f}, "
          f"to strong coupling {distance_sc:.4f}")
    if xi < 1:
        assert distance_mf < 0.3 * distance_sc
    else:
        assert distance_sc < 0.3 * distance_mf

    # Quadratic extrapolation of three bin averages to the wall.
    bins = [((heights >= k * 0.1) & (heights < (k + 1) * 0.1)
             ).mean(axis=(0, 1)) / 0.1 for k in range(3)]
    contact, contact_se = mean_error((11*bins[0] - 7*bins[1] + 2*bins[2]) / 6)
    assert contact_se < 0.05
    assert abs(contact - 1) < 4 * contact_se + 0.01
    print(f"  contact density {contact:.3f} +- {contact_se:.3f} (exact 1)")

    # Stationarity: compare the two halves of the recorded run.
    half = sweeps // 2
    drift, drift_se = mean_error((heights[:half] > 1).mean(axis=(0, 1))
                                 - (heights[half:] > 1).mean(axis=(0, 1)))
    assert abs(drift) < 5 * drift_se
    large, large_se = fraction_beyond(heights, 1)
    small_heights, _, _ = simulate(xi, small_ions, replicas, step,
                                   warmup, 160, seed + 10)
    small, small_se = fraction_beyond(small_heights, 1)
    assert abs(large - small) < 4 * np.hypot(large_se, small_se) + 0.01
    print(f"  fraction z>1: N={ions} {large:.4f} +- {large_se:.4f}, "
          f"N={small_ions} {small:.4f} +- {small_se:.4f}")
    print(f"  half-run difference of that fraction {drift:.4f} "
          f"+- {drift_se:.4f}")

    if xi > 1:
        cube_sums = []
        for snapshot in lateral:
            d = snapshot[:, :, None] - snapshot[:, None]
            d -= side * np.rint(d / side)
            r2 = d[0]**2 + d[1]**2
            r2[np.arange(ions), np.arange(ions)] = np.inf
            cube_sums.append((r2**-1.5).sum(axis=1).mean())
        outside = (ions - 1) * 8 * np.sqrt(2) / side**3
        kappa = xi * (np.mean(cube_sums) + outside) / 2
        tail, tail_se = fraction_beyond(heights, 2)
        bare = np.exp(-2)
        corrected = bare * (1 + 4 * kappa)
        # The allowance 5*kappa^2 covers the neglected second order.
        assert abs(tail - corrected) < 4 * tail_se + 5 * kappa**2
        assert tail - bare > 4 * tail_se
        print(f"  kappa from lateral positions {kappa:.4f}")
        print(f"  fraction z>2: MC {tail:.4f} +- {tail_se:.4f}, "
              f"limit {bare:.4f}, first order {corrected:.4f}")

# Rough aqueous slurry conditions and the effects left out by the model.
temperature, eps_water, eps_oxide = 298.15, 78.4, 4.0
ion_diameter, salt = 0.8, 0.010       # nm and mol/L
thermal = const.k * temperature
bjerrum = const.e**2 / (4*np.pi*const.epsilon_0*eps_water*thermal) * 1e9
salt_density = salt * const.N_A * 1e-24
debye = 1 / np.sqrt(8 * np.pi * bjerrum * salt_density)
contrast = (eps_water - eps_oxide) / (eps_water + eps_oxide)
print(f"Water: T {temperature:.2f} K, permittivity {eps_water:.1f}, "
      f"Bjerrum length {bjerrum:.3f} nm")
print(f"Rough inputs: ion diameter {ion_diameter:.1f} nm, oxide "
      f"permittivity {eps_oxide:.1f}, salt {1000*salt:.0f} mmol/L")
print(f"Debye length of that salt {debye:.2f} nm")
for xi, valence in ((0.1, 1), (100.0, 3)):
    charges = xi / (2 * np.pi * valence**3 * bjerrum**2)    # per nm^2
    mu = valence**2 * bjerrum / xi                        # nm
    charge_si = charges * 1e18 * const.e                  # C/m^2
    wall_si = (valence * const.e * charge_si * 1e-9
               / (2 * const.epsilon_0 * eps_water * thermal))
    pair_si = ((valence * const.e)**2
               / (4*np.pi*const.epsilon_0*eps_water*1e-9*thermal))
    assert np.isclose(wall_si, 1 / mu, rtol=1e-8)
    assert np.isclose(pair_si, xi * mu, rtol=1e-8)
    contact_molar = 2*np.pi*bjerrum*charges**2 * 1e24 / const.N_A
    spacing = np.sqrt(valence / charges)
    coverage = np.pi * ion_diameter**2 / 4 * charges / valence
    image = valence**2 * bjerrum * contrast / (2 * ion_diameter)
    touching = valence**2 * bjerrum / ion_diameter
    print(f"Xi={xi:g}, valence {valence}: wall charge magnitude "
          f"{100*charge_si:.2f} uC/cm2, mu {mu:.4f} nm")
    print(f"  median height {medians[xi]:.3f} mu = "
          f"{medians[xi]*mu:.4f} nm; contact {contact_molar:.4f} mol/L")
    print(f"  lateral spacing {spacing:.2f} nm, ion area coverage "
          f"{coverage:.3f}")
    print(f"  ion radius/mu {ion_diameter/2/mu:.3f}, "
          f"Debye length/mu {debye/mu:.2f}")
    print(f"  self-image energy at closest approach {image:.2f} kT, "
          f"pair repulsion at touching {touching:.2f} kT")

print("all good")
```

Printed output:

```
Two ions, Xi=10, fraction z>1: integral 0.4062, MC 0.4049 +- 0.0012
Ions per cell 49 (size check 25), replicas 40
Xi=0.1: cell side 5.55 mu, lateral step 1 mu, warm-up 60, sweeps 160, acceptance 0.62
  z 0.0-0.5: MC 0.6691 +- 0.0024, mean field 0.6667, strong 0.7869
  z 0.5-1.0: MC 0.3340 +- 0.0023, mean field 0.3333, strong 0.4773
  z 1.0-2.0: MC 0.1687 +- 0.0010, mean field 0.1667, strong 0.2325
  z 2.0-3.0: MC 0.0832 +- 0.0006, mean field 0.0833, strong 0.0855
  z 3.0-5.0: MC 0.0417 +- 0.0003, mean field 0.0417, strong 0.0215
  integrated distance to mean field 0.0039, to strong coupling 0.2371
  contact density 0.979 +- 0.023 (exact 1)
  fraction z>1: N=49 0.4984 +- 0.0011, N=25 0.4947 +- 0.0016
  half-run difference of that fraction 0.0026 +- 0.0026
Xi=100: cell side 175.46 mu, lateral step 8 mu, warm-up 60, sweeps 300, acceptance 0.39
  z 0.0-0.5: MC 0.7718 +- 0.0035, mean field 0.6667, strong 0.7869
  z 0.5-1.0: MC 0.4633 +- 0.0030, mean field 0.3333, strong 0.4773
  z 1.0-2.0: MC 0.2230 +- 0.0011, mean field 0.1667, strong 0.2325
  z 2.0-3.0: MC 0.0875 +- 0.0008, mean field 0.0833, strong 0.0855
  z 3.0-5.0: MC 0.0264 +- 0.0003, mean field 0.0417, strong 0.0215
  integrated distance to mean field 0.2086, to strong coupling 0.0359
  contact density 0.990 +- 0.025 (exact 1)
  fraction z>1: N=49 0.3825 +- 0.0018, N=25 0.3854 +- 0.0031
  half-run difference of that fraction 0.0007 +- 0.0027
  kappa from lateral positions 0.0392
  fraction z>2: MC 0.1595 +- 0.0013, limit 0.1353, first order 0.1566
Water: T 298.15 K, permittivity 78.4, Bjerrum length 0.715 nm
Rough inputs: ion diameter 0.8 nm, oxide permittivity 4.0, salt 10 mmol/L
Debye length of that salt 3.04 nm
Xi=0.1, valence 1: wall charge magnitude 0.50 uC/cm2, mu 7.1487 nm
  median height 0.994 mu = 7.1047 nm; contact 0.0072 mol/L
  lateral spacing 5.67 nm, ion area coverage 0.016
  ion radius/mu 0.056, Debye length/mu 0.43
  self-image energy at closest approach 0.40 kT, pair repulsion at touching 0.89 kT
Xi=100, valence 3: wall charge magnitude 18.48 uC/cm2, mu 0.0643 nm
  median height 0.713 mu = 0.0459 nm; contact 9.9233 mol/L
  lateral spacing 1.61 nm, ion area coverage 0.193
  ion radius/mu 6.217, Debye length/mu 47.25
  self-image energy at closest approach 3.63 kT, pair repulsion at touching 8.04 kT
all good
```
